Central Fields of a Circular Plasmonic Slit Lens under Linear and Radial Polarization

Q: I have an opaque metal film with a narrow circular slit and a resist on its far side. I light the slit from behind at normal incidence, with either linearly or radially polarized light. Why should the field component normal to the film, at the centre of the ring, depend on that choice?

A: Let the z axis pass through the centre of the ring and point into the resist, with the metal surface at z = 0. Take the linear polarization along x, and turn the whole experiment by half a turn about z. The ring is unchanged, but the incident field E_x becomes −E_x. Maxwell's equations are linear here, so the transmitted field changes sign too. The turn moves the point (x, y) to (−x, −y) and leaves the z component of a vector alone, so

E_z(−x, −y, z) = −E_z(x, y, z).

On the axis both sides refer to the same point. A number equal to its own negative is zero, so E_z = 0 there.

A centred radial beam is unchanged by the half turn. The same argument gives E_z(−x, −y, z) = E_z(x, y, z), which permits a central field. Symmetry does not tell us how large it is.

Q: Can I see this in terms of waves rather than symmetry?

A: A narrow slit passes mainly the field across its width, which is the radial component. For x polarization this component is proportional to cos φ, where φ is the azimuth. At φ = 0 the field points away from the centre, and at φ = π it points towards the centre. Each piece of slit launches a surface plasmon, and reversing the slit field reverses the E_z of that plasmon. The two waves travel equal distances and cancel at the centre. Radial light points outwards all round the ring, so all the waves arrive there in phase.

Q: How do I get the field away from the centre?

A: Use the time factor exp(−iωt) and describe the slit, of radius R and width w, by a jump in the tangential electric field on a closed metal surface:

E_t(0⁺) − E_t(0⁻) = V, V = E_s w δ(r − R) cos(mφ) r̂.

Here m = 1 for linear and m = 0 for radial polarization, and E_s is the peak slit field, held equal in the two cases. Setting the jump equal to the slit field is exact only for a perfect metal, so values in units of E_s are approximate for a real one. This is a narrow-slit, good-metal model with thick metal below and thick resist above.

Consider one in-plane wavevector of size q. Let L mark the field component along it, and let ε_d and ε_m be the relative permittivities of resist and metal. The normal wavenumbers obey k_zd² = ε_d k0² − q² and k_zm² = ε_m k0² − q², with positive imaginary parts for decaying waves. Ampère's law gives the tangential magnetic field on each side:

resist: H = ωε0 ε_d E_L⁺/k_zd
metal: H = −ωε0 ε_m E_L⁻/k_zm.

The signs differ because the waves leave the surface in opposite directions. Since H is continuous,

E_L⁻ = −E_L⁺ ε_d k_zm/(ε_m k_zd).

Inserting this in E_L⁺ − E_L⁻ = V_L gives

E_L⁺ = V_L ε_m k_zd/D, D = ε_d k_zm + ε_m k_zd.

Zero divergence in the resist means qE_L⁺ + k_zd E_z = 0, hence

E_z = −q V_L ε_m/D = i (iqV_L) ε_m/D.

The bracket iqV_L is the transform of ∇·V. For the ring, that transform uses J_m(qr), and integration by parts gives

∫ ∂(rV_r)/∂r J_m(qr) dr = −q ∫ rV_r J_m'(qr) dr = −E_s w R q J_m'(qR),

where the common factor cos(mφ) is left out and a prime on a Bessel function means the derivative with respect to its argument. Transforming back with the weight q J_m(qr) dq yields

E_z = −i E_s w R cos(mφ) ∫₀^∞ q² J_m'(qR) J_m(qr) (ε_m/D) exp(i k_zd z) dq.

At r = 0 the factor J_1(qr) vanishes for every q, whereas J_0(qr) = 1. The linear zero therefore belongs to the whole E_z of this model, including waves that are not plasmons.

Q: Where is the plasmon in that integral?

A: It is the pole D = 0, or ε_d k_zm = −ε_m k_zd. Squaring gives

ε_d²(ε_m k0² − k²) = ε_m²(ε_d k0² − k²)
k²(ε_m² − ε_d²) = k0² ε_d ε_m(ε_m − ε_d)
k² = k0² ε_d ε_m/(ε_m + ε_d).

To find its amplitude, write J_m' as half the sum of the derivatives of the two Hankel functions. Let H_m be the outgoing one. Under q → −q, continued through the upper half plane, H_m'(qR) becomes (−1)^m times the derivative of the incoming function, and J_m(qr) gains the same sign. The two signs cancel and the other factors are even, so

∫₀^∞ q² J_m'(qR) J_m(qr) … dq = ½ ∫₋∞^∞ q² H_m'(qR) J_m(qr) … dq.

For r < R the contour can be closed in the upper half plane. The pole contributes 2πi times its residue, and the branch cuts contribute the rest, mainly a space wave in the resist. Let k_z be the value of k_zd at the pole. Since dk_zd/dq = −q/k_zd, and likewise in the metal,

dD/dq = −k(ε_d/k_zm + ε_m/k_z) = −k(ε_m² − ε_d²)/(ε_m k_z),

where the last form uses k_zm = −ε_m k_z/ε_d. Collecting factors, (−i)(½)(2πi) = π, and the plasmon field is

E_z = A_m J_m(kr) cos(mφ) exp(i k_z z)
A_m = −π E_s w R k k_z H_m'(kR) ε_m²/(ε_m² − ε_d²).

Radial light gives J_0, with its maximum at the centre. Linear light gives J_1 cos φ, with two lobes of opposite sign along x. Its E_z vanishes on the whole line x = 0. Circular polarization is a sum of x and y polarizations a quarter cycle apart, so its central E_z is zero as well.

Q: Then will the resist be unexposed at the centre under linear polarization?

A: Not completely. An isotropic resist with linear absorption takes up energy in proportion to the total |E|², including the in-plane field. A plasmon has no H_z, so its in-plane electric field is a gradient, E_t = ∇_t F, with ∇_t²F = −k²F. Zero divergence gives −k²F + i k_z E_z = 0, hence

E_t = (i k_z/k²) ∇_t E_z.

Near the axis J_1(kr) cos φ ≈ kx/2, so the central field under linear polarization is

E_x = (i k_z/2k) A_1 exp(i k_z z).

The pole condition also gives

k_z² = ε_d k0² − k² = ε_d² k0²/(ε_m + ε_d), so k_z²/k² = ε_d/ε_m.

For kR ≫ 1, |H_m'(kR)| is independent of m to leading order, so |A_1| ≈ |A_0|. The central intensity under linear light, relative to radial light, is then about |ε_d/ε_m|/4. With the resist fixed, a larger |ε_m| makes the linear centre darker relative to the radial one, though not necessarily in absolute terms, because the plasmon loss changes too.

Q: What does this give for an ultraviolet exposure?

A: Take rough values for aluminium against an i-line photoresist at 365 nm: ε_m = −19 + 3.5i and a resist index of 1.7, so ε_d = 2.89. Let R = 1000 nm and w = 40 nm, and look 20 nm into the resist. The pole gives k = 0.03168 + 0.000503i nm⁻¹, a plasmon wavelength of 198 nm.

With |k_z| = 0.387 × 0.03168 = 0.01226 nm⁻¹, the large-argument form of the Hankel function gives

|H_0'(kR)| ≈ √(2/(π × 31.7)) exp(−0.503) ≈ 0.086.

The permittivity factor in A_0 is about 1.02, so

|A_0| ≈ π × 40 × 1000 × 0.03168 × 0.01226 × 0.086 × 1.02 E_s ≈ 4.3 E_s.

The decay over 20 nm is exp(−0.01218 × 20) = 0.78, which leaves a radial central |E_z| of 3.35 E_s. Under linear light the central |E_x| is 0.387/2 × 3.35 E_s ≈ 0.65 E_s. The intensity ratio is (0.65/3.35)² ≈ 0.04.

For radial light, the full width at half maximum is 71 nm for |E_z|² and 75 nm for the total |E|², which includes the in-plane field around the centre. For linear light the lobes are 116 nm apart, and the centre has 11% of the lobe intensity. It is a minimum along x but a maximum along y, where E_z = 0 and |E_x| is proportional to |J_1(ky)/y|. The exposure is therefore two lobes with a weak bridge, not a dark hole inside a bright ring.

Q: Does the space wave spoil this picture?

A: Not for these numbers. At the radial centre its amplitude is 4.5% of the plasmon's, yet the full |E_z| is 3.33 E_s instead of 3.35 E_s. The magnitude changes by less than 1% because the two fields are nearly a quarter cycle apart. For r up to 160 nm, the full |E_z| profiles, each scaled to its own peak, differ from the Bessel profiles by less than 2% of the peak.

Q: Is there a change to the ring that would show that phase is the cause?

A: Increase the radius of the half with x < 0 by half a plasmon wavelength, 99 nm, keeping its centre of curvature on the axis. Its waves then arrive reversed in sign. Under linear light the two halves now add. The average of |cos φ| is 2/π = 0.637, and the sum over slit elements gives a central |E_z| of 0.636 |A_0|. Under radial light the E_z of the plasmons from the two halves cancels, leaving 0.001 |A_0|. Their in-plane fields now add instead, giving a central |E_x| of |k_z/k|(2/π)|A_0| = 0.387 × 0.637 |A_0| ≈ 0.25 |A_0|, so the total central intensity is about 0.06 |A_0|² and the centre is dim rather than dark. The space wave has a different wavelength, so the same step cancels it less closely.

The plasmon cancellation is this close because two small effects oppose each other. The longer path multiplies the amplitude by exp(−0.000503 × 99.2) = 0.951, while the longer arc, after allowing for the spreading of the waves, multiplies it by √1.099 = 1.048. The difference from one is small, so add the exponents before rounding: the product is exp(−0.0499 + 0.0473) = 0.9974, and these two effects leave (1 − 0.9974)/2 = 0.0013, or about 0.001.

Q: How carefully must I align the beam?

A: A tilt θ in the xz plane adds a phase β cos φ along the slit, with β = k0 R sin θ. If the slit field otherwise stays the same, the central E_z relative to A_0 is

(1/2π) ∫₀^2π cos φ exp(iβ cos φ) dφ = i J_1(β) ≈ iβ/2.

For one degree in air, β = 0.30 and the central |E_z| is 0.15 |A_0|. Its intensity is 0.15² ≈ 0.02 of the radial peak, against about 0.04 from the in-plane field already present. A tilt in the yz plane keeps the mirror symmetry x → −x, under which E_x is reversed, so E_z stays zero on the axis. At fixed angle and wavelength β grows with R, so a larger ring needs better alignment.

Q: How close is the model to a real exposure?

A: The permittivities and the resist index are rough, and three simplifications can be sized for radial light. Averaging over the 40 nm slit, with a uniform field across it, multiplies the central amplitude by 0.93. A resist extinction index of 0.01, a trial value, multiplies it by 0.80, so the intensity falls to about 0.65 of its lossless value. A more absorbing resist would lower it further. Light leaking straight through a 100 nm film on a substrate of index 1.5 has 6 × 10⁻⁴ of the incident amplitude, which is small here if E_s is comparable with the incident field.

The model does not calculate E_s from the incident power, so the ratio of 0.04 compares equal peak slit fields, not equal beam powers. It also leaves out plasmons that cross the ring and scatter from the opposite side of the slit, and it assumes a thick resist in contact with the metal. The plasmon intensity falls by a factor e in 41 nm, so a resist film of similar thickness would change k, the spot width and the amplitude by amounts not calculated here. An air gap matters even when it is only a few nanometres thick. It lowers k towards the wavenumber of light in the resist, 0.0293 nm⁻¹, where the plasmon stops being bound to the surface. If such layers are uniform and isotropic they keep the half-turn symmetry, and the linear zero of E_z survives. A defect on one side of the ring, or an off-centre beam, can remove it. The remaining digits are in the numerical output.

Numbers as computed

```
vacuum wavelength: 365 nm
photon energy: 3.397 eV
metal permittivity: -19.0 + 3.5i
resist index: 1.70; permittivity: 2.89
ring radius: 1000 nm; slit width: 40 nm
film thickness: 100 nm; substrate index: 1.50
observation height z: 20 nm
plasmon k: 0.03168 + 0.000503i 1/nm
plasmon kz: -0.001308 + 0.01218i 1/nm
plasmon wavelength: 198.4 nm
amplitude decay length along surface: 1988 nm
intensity decay depth in resist: 41.0 nm
|kz/k|: 0.387
|A0| at surface: 4.272 E_s
|A1| at surface: 4.272 E_s
Centre at height z:
radial |Ez|, plasmon: 3.348 E_s
radial |Ez|, full: 3.327 E_s
linear |Ez| / radial |Ez|, element sum: 6.6e-17
linear |Ex|, plasmon: 0.647 E_s
linear |Ex|, full: 0.647 E_s
linear/radial total intensity, plasmon: 0.0374
linear/radial total intensity, full: 0.0379
Profiles, plasmon field:
radial |Ez|^2 full width at half maximum: 71.1 nm
radial total |E|^2 full width at half max: 74.5 nm
linear |Ez| lobe separation: 116.3 nm
linear total |E|^2 lobe separation: 116.3 nm
linear total |E|^2, centre / lobe: 0.110
full-profile deviation, radial: 0.0023 of peak
full-profile deviation, linear: 0.0087 of peak
Half the ring moved out by half a plasmon wavelength:
radius step: 99.2 nm
linear central |Ez| / |A0|: 0.636
radial central |Ez| / |A0|: 0.001
Neglected effects:
space wave / plasmon, radial centre: 0.045
finite slit width, amplitude factor: 0.934
resist extinction index tried: 0.010
resist absorption, amplitude factor: 0.804
film leakage / incident amplitude: 6.08e-04
tilt in air: 1.0 degree; beta: 0.300 rad
tilted linear central |Ez| / |A0|: 0.149
```
